Conjugate gradients for dynamic polarizability above the first excitation

**The argument under comment**

The polarizability of water is to be computed at a real frequency ω of 0.873 Ry, with the field along the twofold axis. The argument runs: "The response matrix is real and symmetric. The smallest orbital gap is 1.089 Ry, so ω lies below every orbital transition and the matrix is positive definite. Conjugate gradients (CG) will therefore converge. If they should fail, projecting the equations onto a subspace cures the problem."

The first sentence is right. The inference from the orbital gap is wrong, the convergence guarantee falls with it, and the proposed cure, taken as a Galerkin projection onto the Krylov space that CG itself builds, reproduces the same singular step and the same residual spike; it helps only if the solver keeps its basis and steps over that step.

**The equations being solved**

I assume a closed-shell Hartree-Fock reference with real orbitals, a finite basis and no damping. Units are Rydberg: ħ = 1, 2m = 1, e² = 2. Indices i, j are occupied and a, b virtual; d_ia = ⟨i|z|a⟩. The field adds eFz cos ωt to each electron's energy. Write the first-order change of orbital i as

−(eF/2) Σ_a [X_ia exp(−iωt) + Y_ia exp(iωt)] φ_a.

The resulting change of the density matrix of each spin has the exp(−iωt) part X_jb|b⟩⟨j| + Y_jb|j⟩⟨b|, apart from the common factor; the Y term comes from the complex conjugate of the exp(iωt) part of the orbital. The Coulomb and exchange response of the Fock operator then gives

(A − ω)X + BY = d,  BX + (A + ω)Y = d,

A_ia,jb = δ_ij δ_ab(ε_a − ε_i) + 2[2(ia|jb) − (ij|ab)],
B_ia,jb = 2[2(ia|jb) − (ib|ja)].

The outer 2 is e²; the inner 2 counts both spins in the Coulomb term. With x = (X,Y), b = (d,d) and Δ = diag(1,−1), this is M(ω)x = b, where M(ω) = H − ωΔ and H = [[A,B],[B,A]].

The induced dipole is −e times the change of ⟨z⟩. Two spins and two complex-conjugate terms give

−e · 2 · 2 · (−eF/2) d·(X+Y) cos ωt = 2e²F d·(X+Y) cos ωt.

Hence α = 4bᵀx, a volume in a0³. For water (bonds 0.96 Å, angle 104.5°, aug-cc-pVDZ) the static value is 8.083 a0³, and finite-field Hartree-Fock gives the same to these digits. This and all later water numbers are properties of this basis, not converged values. The static value becomes 8.42 a0³ in aug-cc-pVTZ and 8.49 a0³ when a second diffuse shell is added to aug-cc-pVDZ; the smallest orbital gap moves from 1.089 Ry to 1.079 and 1.033 Ry.

**When is the matrix positive definite?**

Assume the reference is stable, so that H is positive definite. Then

M(ω) = H^(1/2)[1 − ωK]H^(1/2),  K = H^(−1/2) Δ H^(−1/2).

If Kv = κv, then u = H^(−1/2)v obeys Δu = κHu, that is, M(1/κ)u = 0. This is the response equation without a field, so 1/κ is an excitation energy ω_n or its negative. Both signs occur, because exchanging X and Y reverses the sign of ω. The bracket therefore has eigenvalues 1 − ω/ω_n and 1 + ω/ω_n. For ω ≥ 0 the negative ones are those with ω_n < ω.

The outer factors do not change this count. The number of negative eigenvalues is the largest dimension of a subspace on which the quadratic form is negative, and an invertible change of variables preserves that dimension (Sylvester's law). So M(ω) has one negative eigenvalue for each singlet excitation below ω.

The threshold is a coupled excitation energy, not an orbital gap. For water the lowest excitation is at 0.633 Ry. At 0.873 Ry, still below the gap of 1.089 Ry, M has three negative eigenvalues (four in aug-cc-pVTZ, six with the second diffuse shell). The runs quoted below at 0.873 Ry use 0.8728 Ry.

The same invariance permits a positive diagonal scaling. Let E hold the orbital gaps, repeated for X and Y, and set

W = E^(−1/2) M E^(−1/2),  c = E^(−1/2) b.

Then cᵀW⁻¹c = bᵀM⁻¹b, so α is unchanged, and W has as many negative eigenvalues as M. All residuals below refer to this scaled system, relative to ‖c‖.

**What CG loses**

CG starts from x_0 = 0, r_0 = p_0 = c and iterates

τ_k = ‖r_k‖²/(p_kᵀWp_k),
x_(k+1) = x_k + τ_k p_k,  r_(k+1) = r_k − τ_k Wp_k,
p_(k+1) = r_(k+1) + β_k p_k,  β_k = ‖r_(k+1)‖²/‖r_k‖².

Suppose that, up to k, the residuals are orthogonal and the directions satisfy p_iᵀWp_j = 0 for i ≠ j. Since r_j = p_j − β_(j−1)p_(j−1) (for j = 0, r_0 = p_0),

r_(k+1)ᵀr_j = r_kᵀr_j − τ_k p_kᵀWr_j.

For j < k both terms vanish; for j = k they cancel by the choice of τ_k. Next, Wp_j = (r_j − r_(j+1))/τ_j gives

p_(k+1)ᵀWp_j = r_(k+1)ᵀ(r_j − r_(j+1))/τ_j + β_k p_kᵀWp_j.

This vanishes for j < k. For j = k it is −‖r_(k+1)‖²/τ_k + β_k‖r_k‖²/τ_k = 0. The induction uses the symmetry of W and nonzero curvatures p_kᵀWp_k. In this induction positive definiteness enters only as the guarantee that no curvature vanishes.

Positive definiteness also makes the CG estimate of α a lower bound. The iterate x_k lies in the Krylov space K_k = span{c, Wc, …, W^(k−1)c}, and r_k is orthogonal to K_k. With error η = x − x_k, where now Wx = c,

cᵀη = (Wη + Wx_k)ᵀη = ηᵀWη + x_kᵀr_k = ηᵀWη.

Hence α − α_k = 4ηᵀWη, where α_k = 4cᵀx_k. Moreover cᵀp_k = β_(k−1)cᵀp_(k−1), because cᵀr_k = 0 for k ≥ 1; repeating this down to cᵀp_0 = ‖c‖² gives cᵀp_k = ‖r_k‖². Therefore

α_(k+1) − α_k = 4τ_k cᵀp_k = 4‖r_k‖⁴/(p_kᵀWp_k).

For positive definite W, α_k rises towards α from below. A negative curvature makes it fall. For indefinite W the lower bound is lost even while the curvatures are still positive: at 0.873 Ry, α_1, α_2 and α_3 lie above α.

**Which excitation counts?**

If c belongs to one symmetry sector, so does every Krylov vector. In exact arithmetic CG then sees only that sector's block of W. The first excitation in the field's sector is at 0.805 Ry. At 0.7194 Ry the full matrix has one negative eigenvalue, from another sector, yet CG reaches a relative residual of 10⁻⁶ in 20 steps with positive curvatures throughout, and α = 17.22 a0³ (17.9 a0³ in aug-cc-pVTZ).

This protection is only as good as the numerical symmetry of the orbitals. Here they come from a calculation without imposed symmetry, which leaves components of relative size about 10⁻¹² in other sectors. When the same run was forced to 80 steps, a negative curvature appeared at step 35, after the relative residual had dipped below 10⁻¹¹. By then the components in other sectors made up about a third of the residual. With symmetry-adapted orbitals, or on the sector block alone, no negative curvature appears in 80 steps. The next argument shows why a component along a negative eigenvector cannot shrink while the curvatures are positive.

**Why a negative direction cannot be ignored**

The residual has the form r_k = q(W)c, with q a polynomial of degree at most k and q(0) = 1. Let θ be a root, q(λ) = (λ − θ)s(λ), and put v = s(W)c. Before the Krylov space is exhausted v is nonzero, lies in K_k (complexified if necessary), and (W − θ)v = r_k is orthogonal to K_k. So θ is an eigenvalue of W projected onto K_k, and is real.

The directions p_0, …, p_(k−1) span K_k and make the projected matrix diagonal, with the curvatures as entries. If these are all positive, every root θ is positive. For an eigenvalue λ < 0 of W, each factor 1 − λ/θ then exceeds one, hence q(λ) > 1 after the first step. The residual along that eigenvector has grown, not shrunk. If c overlaps it, CG cannot converge before a negative curvature has occurred.

At 0.873 Ry the sector has one negative eigenvalue. The first negative curvature comes at step 4; just before it, the residual along the negative eigenvector is 1.57 times its initial value.

A complete run without breakdown ends in an invariant space containing each distinct eigenvalue whose eigenvectors overlap c. If the sector's negative eigenvalues are distinct and all overlap c, the number of negative curvatures equals the number of sector excitations below ω. Runs with reorthogonalized residuals gave one above the first sector pole and three above the third, as required.

**Can CG really break down away from a pole?**

An indefinite W has nonzero vectors with pᵀWp = 0. It remains to show that CG meets one. Pass to (X+Y)/√2 and (X−Y)/√2. Then Δ exchanges the two components, and within the sector

W = [[S, −ωG],[−ωG, D]],

where G is the inverse gap matrix on one block, S = G^(1/2)(A+B)G^(1/2) and D = G^(1/2)(A−B)G^(1/2). The right-hand side becomes proportional to (g,0), with g the unit vector along G^(1/2)d. The first curvature, per squared length, is s = gᵀSg. It does not depend on ω; here it is 0.948.

Define w = Sg − sg and h = Gg. Then gᵀw = 0 and

W(g,0) = s(g,0) + n,  n = (w, −ωh).

As n is orthogonal to (g,0), the mixed element (g,0)ᵀWn equals ‖n‖². The determinant of W projected onto these two vectors is s nᵀWn − ‖n‖⁴. Since s > 0, the second curvature vanishes when this determinant does:

s[wᵀSw + ω²(2wᵀGh + hᵀDh)] = (‖w‖² + ω²‖h‖²)².

The mixed term 2ω²wᵀGh enters with a plus sign because it contains (−ω)(−ω); the sign of wᵀGh itself is not fixed and is not needed below. With y = ω² and f = 2wᵀGh + hᵀDh,

‖h‖⁴y² + (2‖w‖²‖h‖² − sf)y + ‖w‖⁴ − s wᵀSw = 0.

Now gᵀSw = (sg + w)ᵀw = ‖w‖². The Cauchy-Schwarz inequality for positive definite S gives ‖w‖⁴ < s wᵀSw when w ≠ 0, since w is not parallel to g. The product of the roots is negative, so there is one positive y. For each such dipole vector, one positive frequency stops CG at its second step. It lies above the first sector excitation, since below it no curvature can vanish.

For water this frequency is 1.351 Ry (1.334 Ry in aug-cc-pVTZ). It lies above the Hartree-Fock ionization threshold (minus the highest occupied orbital energy, 1.018 Ry), so I use it only as a property of the finite matrix. A lower breakdown follows from continuity: the fourth curvature is continuous in ω as long as the first three do not vanish, and if one of them does vanish, that is itself a breakdown. The fourth curvature is positive at the first sector pole and negative at 0.873 Ry. A root search between them finds a zero at 0.858421 Ry (11.68 eV). There the eigenvalue of W closest to zero has magnitude 0.039: the matrix is nonsingular, and α = −5.140 a0³ is finite. Curvatures 5 to 9 also vanish between the first two sector poles, at 0.8167, 0.8083, 0.8064, 0.8056 and 0.8054 Ry. These numbers depend on the basis: in aug-cc-pVTZ the zero of the fourth curvature lies at 0.869 Ry, and α at 0.858421 Ry is −2.46 a0³.

Near this frequency the CG residual after step 4 behaves as follows:

- relative detuning 10⁻⁴: 8.33 × 10²
- relative detuning 10⁻⁶: 8.33 × 10⁴
- relative detuning 10⁻⁹: 8.33 × 10⁷

The product of detuning and residual is 0.0833 each time, as expected for a curvature crossing zero linearly. CG then recovers, but the final true residuals are 2.8 × 10⁻¹³, 3.7 × 10⁻¹¹ and 3.7 × 10⁻⁸. Divided by the peaks, they give 3 to 4 × 10⁻¹⁶, the size of double-precision rounding. This is what one expects if rounding errors made at the peak remain in the iterate. An outright stop requires hitting the zero; near it, digits are lost, the more the smaller the detuning. The window is narrow: on 400 evenly spaced frequencies between the first two sector poles, the worst final true residual, with CG run to a recursive residual of 10⁻¹⁴, is about 2 × 10⁻¹².

**Does a subspace solver cure it?**

Not by virtue of being one. A Galerkin solver requires its residual to be orthogonal to the subspace. On K_k that is the condition CG satisfies, so the two iterates coincide as long as no curvature has vanished up to step k. One difference remains. In an orthonormal Krylov basis the projected matrix T_k is tridiagonal, with diagonal entries a_k and off-diagonal entries b_k that are nonzero until the space is exhausted, and det T_(k+1) = a_(k+1) det T_k − b_k² det T_(k−1). Two consecutive zero determinants would propagate down to det T_0 = 1, which is impossible. A Galerkin solver that keeps its basis can therefore skip a singular step and solve on K_(k+1), where the CG recurrence has stopped. At the singular step itself the projected equations have no solution: a null vector of T_k has a nonzero first component, because the b_k are nonzero, and the projected right-hand side points along the first basis vector. Near the singular step the residual is uncontrolled. At detuning 10⁻⁶ the explicit Galerkin solution has the same residual as CG, 8.33 × 10⁴. If the orthonormal basis is kept and the projected system is solved afresh, the spike leaves no trace: the residual is 0.74 on K_5 and 2 × 10⁻¹⁵ on K_55, for all three detunings and at the zero itself. Such a solver avoids the loss of digits that CG suffers; what it lacks is control of the residual at each single step.

MINRES instead minimizes ‖c − Wx‖ over K_k. For nonsingular W this least-squares problem has a unique solution, and because the spaces are nested the residual norm ρ_k cannot rise. The same minimization on another subspace is equally well posed, though convergence still depends on how the subspace is enlarged.

The relation to CG is simple. If no breakdown has occurred, r_0, …, r_k are orthogonal and span all residuals attainable from K_k as combinations Σ_j t_j r_j with Σ_j t_j = 1. Minimizing Σ_j t_j²‖r_j‖² under this constraint gives t_j proportional to 1/‖r_j‖², hence

1/ρ_k² = Σ_(j=0..k) 1/‖r_j‖²,  1/‖r_k‖² = 1/ρ_k² − 1/ρ_(k−1)².

When ‖r_k‖ diverges, ρ_k = ρ_(k−1): a CG breakdown is one MINRES step without progress. At 0.858421 Ry the MINRES residual indeed stands still at step 4, then reaches 10⁻¹⁰ after 36 steps and reproduces α = −5.140 a0³.

The sum also limits the criticism of CG. Its largest term is at least the average, so the smallest CG residual up to step k is at most √(k+1) ρ_k in exact arithmetic. At 0.873 Ry, where no curvature happens to vanish, CG peaks at 5.2 times its initial residual, yet it reaches 10⁻¹⁰ in 37 steps, against 37 for the MINRES recurrence and 36 for residual minimization on a stored orthonormal basis. "Unsafe" means without a guarantee, not bound to fail.

Nor is MINRES the only remedy. CG applied to W²x = Wc is safe for nonsingular W, because W² is positive definite. The price is a squared condition number. At the breakdown frequency it takes 74 steps, with two products by W each, to bring its own residual ‖W(c − Wx)‖ to 10⁻¹⁰ of ‖Wc‖. That is about 148 products against 36 for MINRES, whose criterion is ‖c − Wx‖ at 10⁻¹⁰ of ‖c‖.

**What no solver can repair**

Return to the unscaled equations, with u = (X+Y)/√2 and v = (X−Y)/√2:

(A+B)u − ωv = √2 d,  (A−B)v = ωu.

Eliminate v and factor A−B = LLᵀ:

L^(−T)[Lᵀ(A+B)L − ω²]L⁻¹u = √2 d.

The matrix Lᵀ(A+B)L has eigenvalues ω_n² and orthonormal eigenvectors z_n. Since α = 4√2 dᵀu,

α(ω) = 8 Σ_n (z_nᵀLᵀd)²/(ω_n² − ω²).

At an excitation with nonzero numerator the undamped polarizability has no finite value, and Mx = b has no solution. At 0.1 percent below and above the first sector pole, α is 965 and −947 a0³. This divergence belongs to the undamped model; the CG breakdown at 0.858421 Ry belongs to the algorithm.

**Recommended correction**

The argument should compare ω with the lowest coupled excitation in the field's symmetry sector, not with the orbital gap. Below it CG is justified, with the caution about contamination from other sectors. Above it, and away from active poles, the solver should minimize the residual, use the normal equations, or, if it projects in the Galerkin way, be able to step over a singular or nearly singular projection. The numerical check covers the water calculation and the breakdown condition.

Numbers as computed

```
O-H bond 0.96 angstrom; H-O-H angle 104.5 degrees
orbitals 41; pairs 180; pairs in field sector 62
static alpha_zz, response: 8.08313 bohr^3
static alpha_zz, finite field: 8.08323 bohr^3
lowest singlet excitation: 0.633477 Ry = 8.619 eV
first field-sector excitation: 0.805297 Ry = 10.957 eV
second field-sector excitation: 0.940371 Ry
smallest orbital gap: 1.089211 Ry
low: frequency 0.316738 Ry; negative eigenvalues 0
other-symmetry window: frequency 0.719387 Ry; negative eigenvalues 1
above first sector pole: frequency 0.872834 Ry; negative eigenvalues 3
above third sector pole: frequency 1.101643 Ry; negative eigenvalues 12
second-step breakdown: frequency 1.351225 Ry; negative eigenvalues 23
CG steps to 1e-6, low frequency: 11
CG steps to 1e-6, other-symmetry window: 20
alpha in other-symmetry window: 17.22227 bohr^3
first negative curvature if forced to 80 steps (0=none): 35
above first sector pole: alpha -1.88263 bohr^3
above first sector pole: first negative CG step 4
growth along negative eigenvector before it: 1.5674
largest relative CG residual there: 5.1998
steps to 1e-10 there: CG 37, MINRES 37
negative curvatures above poles 1 and 3: 1, 3
breakdown frequency: 0.858420908 Ry = 11.6794 eV
smallest |eigenvalue| of scaled matrix there: 3.93386e-02 (dimensionless)
relative detuning 1e-04: CG residual at breakdown step 8.332e+02; final true residual 2.76e-13
relative detuning 1e-06: CG residual at breakdown step 8.329e+04; final true residual 3.70e-11
relative detuning 1e-09: CG residual at breakdown step 8.329e+07; final true residual 3.65e-08
Galerkin residual at detuning 1e-6: 8.329e+04
MINRES residual ratio at breakdown step: 1.0000000000
MINRES at breakdown: 36 steps; true relative residual 6.03e-11
alpha at breakdown, direct: -5.139799 bohr^3
alpha at breakdown, MINRES: -5.139799 bohr^3
normal-equation CG: 74 steps; alpha -5.139799 bohr^3
first scaled CG curvature: 0.947982 (dimensionless)
alpha 0.1 percent below first sector pole: 965.152 bohr^3
alpha 0.1 percent above first sector pole: -947.447 bohr^3
```
